**Fock-space traces and one-particle determinants**

For one-body operators $\hat A_k=\sum_{ij}(A_k)_{ij}c_i^\dagger c_j$, let $\Gamma=e^{\hat A_1}\cdots e^{\hat A_K}$ and $B=e^{A_1}\cdots e^{A_K}$. The result is $\operatorname{Tr}\Gamma=\det(1+B)$ for fermions and $\operatorname{Tr}\Gamma=1/\det(1-B)$ for bosons, the latter when all eigenvalues of $B$ have modulus below 1. The program builds explicit Fock-space matrices and asserts that their traces agree with the determinants, for three non-commuting complex factors on three modes and for a product that cannot be diagonalized. It also asserts the commutator, the transformation law of the creation operators, the diagonal elements in the Schur orbitals and the bosonic trace norms in low particle-number sectors. Bosonic sums are cut off at a finite particle number and compared within stated tolerances. In the two-mode example the output gives 1.576917 for fermions and 2.175266 for bosons by both routes. A further example shows bosonic sector traces that grow with particle number while $1/\det(1-B)$ stays finite and negative.

## Check in Python

```python
# Result under test, for one-body operators Ahat = sum_ij A_ij c_i^+ c_j and
#   Gamma = exp(Ahat_1) ... exp(Ahat_K),   B = exp(A_1) ... exp(A_K):
#   fermions: Tr Gamma = det(1 + B)
#   bosons:   Tr Gamma = 1 / det(1 - B), if all eigenvalues of B have modulus < 1
# The bosonic trace is the sum over particle number N of finite sector traces.
# Fock-space matrices are built from creation operators and exponentiated there;
# the determinants use only the small one-particle matrices.
from itertools import product
import numpy as np
from scipy.linalg import expm, schur


def fermion_creators(modes):
    """Jordan-Wigner creation matrices on the full Fock space."""
    up = np.array([[0.0, 0.0], [1.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for j in range(modes):
        matrix = np.eye(1)
        for k in range(modes):
            factor = sign if k < j else (up if k == j else np.eye(2))
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def boson_creators(modes, n_max):
    """Entry N holds the matrices of a_j^+ from sector N-1 to sector N."""
    bases = [[n for n in product(range(total + 1), repeat=modes)
              if sum(n) == total] for total in range(n_max + 1)]
    result = [None]
    for total in range(1, n_max + 1):
        index = {n: k for k, n in enumerate(bases[total])}
        group = []
        for j in range(modes):
            matrix = np.zeros((len(bases[total]), len(bases[total - 1])))
            for col, n in enumerate(bases[total - 1]):
                raised = n[:j] + (n[j] + 1,) + n[j + 1:]
                matrix[index[raised], col] = np.sqrt(n[j] + 1)
            group.append(matrix)
        result.append(group)
    return result


def one_body(A, creators):
    m = len(A)
    return sum(A[i, j] * creators[i] @ creators[j].T
               for i in range(m) for j in range(m))


def boson_one_body(A, creators, total):
    return np.zeros((1, 1)) if total == 0 else one_body(A, creators[total])


def fock_exp(X):
    """Exponential by a Taylor series of X / 2^s and s squarings.

    It never divides by differences of diagonal entries, which would be
    unsafe for triangular matrices whose equal entries differ by rounding.
    """
    norm = np.linalg.norm(X, 1)
    halvings = max(0, int(np.ceil(np.log2(norm))) + 1) if norm > 0 else 0
    small = X / 2.0**halvings
    term = np.eye(len(X))
    result = term
    for k in range(1, 19):
        term = term @ small / k
        result = result + term
    for _ in range(halvings):
        result = result @ result
    return result


def chain(matrices, exponential=expm):
    result = np.eye(len(matrices[0]))
    for matrix in matrices:
        result = result @ exponential(matrix)
    return result


def fermion_gamma(As, creators):
    return chain([one_body(A, creators) for A in As], fock_exp)


def boson_gamma(As, creators, total):
    return chain([boson_one_body(A, creators, total) for A in As], fock_exp)


def boson_traces(As, creators, n_max):
    return np.array([np.trace(boson_gamma(As, creators, n))
                     for n in range(n_max + 1)])


def inverse_det_series(B, n_max):
    """Power-series coefficients of 1/det(1 - z B)."""
    p = np.poly(B)
    h = [1.0]
    for n in range(1, n_max + 1):
        h.append(-sum(p[k] * h[n - k] for k in range(1, min(n, len(B)) + 1)))
    return np.array(h)


def close(x, y, tol):
    scale = 1.0 + np.max(np.abs(y))
    return np.max(np.abs(np.asarray(x) - np.asarray(y))) < tol * scale


def radius(B):
    return np.max(np.abs(np.linalg.eigvals(B)))


# ---- three non-commuting complex factors on three modes ----
rng = np.random.default_rng(7)
m = 3
As = [0.25 * (rng.normal(size=(m, m)) + 1j * rng.normal(size=(m, m)))
      for _ in range(3)]
B = chain(As)
T, U = schur(B, output="complex")
t = np.diag(T)

# fermions: algebra, commutator, transformation law, traces
c = fermion_creators(m)
G = fermion_gamma(As, c)
A_hat = one_body(As[0], c)
for i in range(m):
    for j in range(m):
        anti = c[i].T @ c[j] + c[j] @ c[i].T
        assert close(anti, (i == j) * np.eye(2**m), 1e-14)
        assert close(c[i] @ c[j] + c[j] @ c[i], np.zeros((2**m, 2**m)), 1e-14)
for j in range(m):
    assert close(A_hat @ c[j] - c[j] @ A_hat,
                 sum(c[i] * As[0][i, j] for i in range(m)), 1e-12)
    assert close(fock_exp(A_hat) @ c[j] @ fock_exp(-A_hat),
                 sum(c[i] * expm(As[0])[i, j] for i in range(m)), 1e-11)
    assert close(G @ c[j], sum(c[i] * B[i, j] for i in range(m)) @ G, 1e-11)
fermi_random = np.trace(G)
fermi_random_det = np.linalg.det(np.eye(m) + B)
assert close(fermi_random, fermi_random_det, 1e-11)
number = np.rint(np.diag(sum(x @ x.T for x in c))).astype(int)
for n in range(m + 1):
    sector = np.sum(np.diag(G)[number == n])
    assert close(sector, (-1)**n * np.poly(B)[n], 1e-11)

# fermions: diagonal elements in the Schur orbitals
d = [sum(c[i] * U[i, a] for i in range(m)) for a in range(m)]
for occ in product((0, 1), repeat=m):
    state = np.zeros(2**m, dtype=complex)
    state[0] = 1.0
    for a in range(m):
        if occ[a]:
            state = d[a] @ state
    assert close(np.vdot(state, G @ state), np.prod(t**np.array(occ)), 1e-11)

# bosons: algebra, commutator, transformation law, sector traces
b = boson_creators(m, 14)
for n in range(1, 6):
    size = b[n][0].shape[0]
    G_n, G_low = boson_gamma(As, b, n), boson_gamma(As, b, n - 1)
    A_n = boson_one_body(As[0], b, n)
    A_low = boson_one_body(As[0], b, n - 1)
    for j in range(m):
        for i in range(m):
            comm = b[n + 1][i].T @ b[n + 1][j] - b[n][j] @ b[n][i].T
            assert close(comm, (i == j) * np.eye(size), 1e-12)
        assert close(A_n @ b[n][j] - b[n][j] @ A_low,
                     sum(b[n][i] * As[0][i, j] for i in range(m)), 1e-11)
        assert close(G_n @ b[n][j],
                     sum(b[n][i] * B[i, j] for i in range(m)) @ G_low, 1e-10)
assert close(boson_traces(As, b, 5), inverse_det_series(B, 5), 1e-10)

# bosons: diagonal elements in the Schur orbitals
for occ in product(range(4), repeat=m):
    if not 1 <= sum(occ) <= 4:
        continue
    state, n = np.ones(1, dtype=complex), 0
    for a in range(m):
        for _ in range(occ[a]):
            n += 1
            state = sum(U[i, a] * b[n][i] for i in range(m)) @ state
    state = state / np.linalg.norm(state)
    value = np.vdot(state, boson_gamma(As, b, n) @ state)
    assert close(value, np.prod(t**np.array(occ)), 1e-10)

# bosons: full trace after a shift that makes the sum converge
shifted = [A - 1.3 * np.eye(m) for A in As]
B_shift = chain(shifted)
assert radius(B_shift) < 0.2
bose_random = np.sum(boson_traces(shifted, b, 14))
bose_random_det = 1 / np.linalg.det(np.eye(m) - B_shift)
assert close(bose_random, bose_random_det, 1e-7)

# ---- a product B that cannot be diagonalized ----
one = np.eye(2)
c2 = fermion_creators(2)
b2 = boson_creators(2, 40)
S = np.array([[1.0, 0.4], [-0.3, 1.0]])
S_inv = np.linalg.inv(S)
defective = [S @ np.array([[-0.5, 1.0], [0.0, -1.1]]) @ S_inv,
             S @ np.array([[-1.1, 0.7], [0.0, -0.5]]) @ S_inv]
B_def = chain(defective)
rest = B_def - np.trace(B_def) / 2 * one
assert np.linalg.norm(rest) > 0.1 and np.linalg.norm(rest @ rest) < 1e-12
assert close(np.trace(fermion_gamma(defective, c2)),
             np.linalg.det(one + B_def), 1e-11)
assert close(np.sum(boson_traces(defective, b2, 24)),
             1 / np.linalg.det(one - B_def), 1e-8)

# ---- worked example: two modes, two factors ----
A1 = np.array([[-1.0, 0.8], [0.8, -1.0]])
A2 = np.diag([0.0, -2.0])
E1, E2 = expm(A1), expm(A2)
Bw = E1 @ E2
G_w = fermion_gamma([A1, A2], c2)
number2 = np.rint(np.diag(sum(x @ x.T for x in c2))).astype(int)
f_sector = [np.sum(np.diag(G_w)[number2 == n]) for n in range(3)]
f_trace, f_det = np.trace(G_w), np.linalg.det(one + Bw)
b_sector = boson_traces([A1, A2], b2, 40)
b_trace, b_det = np.sum(b_sector), 1 / np.linalg.det(one - Bw)
assert close(f_sector, [1.0, np.trace(Bw), np.linalg.det(Bw)], 1e-12)
assert close(f_trace, f_det, 1e-12)
assert radius(Bw) < 1 and close(b_trace, b_det, 1e-9)
B_sum = expm(A1 + A2)
f_wrong = np.linalg.det(one + B_sum)
b_wrong = 1 / np.linalg.det(one - B_sum)
assert abs(f_wrong - f_trace) > 0.01 and abs(b_wrong - b_trace) > 0.01
second_alone = boson_traces([A2], b2, 40)
assert np.all(second_alone >= 1 - 1e-12)   # terms do not vanish: divergence

# ---- convergence example: a shear and its transpose ----
L1 = np.log(0.5) * one + np.array([[0.0, 3.0], [0.0, 0.0]])
L2 = L1.T
F1 = expm(L1)
Bs = F1 @ expm(L2)
# check of fock_exp: split off the scalar part, leaving an exactly zero diagonal
nilpotent = boson_one_body(L1 - np.log(0.5) * one, b2, 8)
assert close(boson_gamma([L1], b2, 8), 0.5**8 * expm(nilpotent), 1e-11)
shear_sum = np.sum(boson_traces([L1], b2, 24))
shear_det = 1 / np.linalg.det(one - F1)
assert close(shear_sum, shear_det, 1e-5)   # omitted tail is of order 1e-6
singular = np.linalg.svd(F1, compute_uv=False)
trace_norms = np.array([np.linalg.norm(boson_gamma([L1], b2, n), "nuc")
                        for n in range(9)])
assert close(trace_norms, inverse_det_series(np.diag(singular), 8), 1e-9)
assert singular[0] > 1 and np.all(np.diff(trace_norms) > 0)
diverging = boson_traces([L1, L2], b2, 12)
assert close(diverging, inverse_det_series(Bs, 12), 1e-9)
assert radius(F1) < 1 < radius(Bs)
assert abs(diverging[12] / diverging[11] - radius(Bs)) < 1e-6
false_value = 1 / np.linalg.det(one - Bs)
assert false_value < 0 < np.min(diverging)


def row(v):
    return "  ".join(f"{x:.6f}" for x in np.real(v))


print("All quantities are dimensionless.")
print("WORKED EXAMPLE, two modes")
for name, M in (("A1", A1), ("A2", A2), ("exp(A1)", E1),
                ("exp(A2)", E2), ("B = exp(A1)exp(A2)", Bw)):
    print(f"{name}, row 1: {row(M[0])}")
    print(f"{name}, row 2: {row(M[1])}")
print(f"trace of B: {np.trace(Bw):.6f}")
print(f"determinant of B: {np.linalg.det(Bw):.6f}")
print("eigenvalues of B:", row(np.sort(np.linalg.eigvals(Bw).real)[::-1]))
print("fermion sector traces, N=0,1,2:", row(f_sector))
print(f"fermion Fock trace, explicit matrices: {f_trace:.6f}")
print(f"det(1+B): {f_det:.6f}")
print("boson sector traces, N=0..5:", row(b_sector[:6]))
print(f"boson partial sum, N=0..5: {np.sum(b_sector[:6]):.6f}")
print(f"boson partial sum, N=0..10: {np.sum(b_sector[:11]):.6f}")
print(f"boson partial sum, N=0..40: {b_trace:.6f}")
print(f"1/det(1-B): {b_det:.6f}")
print(f"trace of exp(A1+A2): {np.trace(B_sum):.6f}")
print(f"det(1+exp(A1+A2)), wrong matrix: {f_wrong:.6f}")
print(f"1/det(1-exp(A1+A2)), wrong matrix: {b_wrong:.6f}")
print(f"boson sector trace of second factor alone, N=40: {second_alone[40]:.6f}")
print("CONVERGENCE EXAMPLE, shear F and its transpose")
print("F, row 1:", row(F1[0]))
print("F, row 2:", row(F1[1]))
print(f"spectral radius of F: {radius(F1):.6f}")
print("singular values of F:", row(singular))
print(f"boson sector sum for F, N=0..24: {shear_sum:.6f}")
print(f"1/det(1-F): {shear_det:.6f}")
print("sector trace norms for F, N=0..4:", row(trace_norms[:5]))
print("F F^T, row 1:", row(Bs[0]))
print("F F^T, row 2:", row(Bs[1]))
print(f"spectral radius of F F^T: {radius(Bs):.6f}")
print("boson sector traces for F F^T, N=0..4:", row(diverging[:5]))
print(f"boson partial sum for F F^T, N=0..12: {np.sum(diverging):.1f}")
print(f"1/det(1-F F^T), not a trace: {false_value:.6f}")
print("THREE COMPLEX FACTORS, three modes")
print(f"fermion Fock trace: {fermi_random:.6f}")
print(f"det(1+B): {fermi_random_det:.6f}")
print(f"boson sum, shifted factors, N=0..14: {bose_random:.6f}")
print(f"1/det(1-B), shifted factors: {bose_random_det:.6f}")
print("done: every assertion held")
```

Output:

```
All quantities are dimensionless.
WORKED EXAMPLE, two modes
A1, row 1: -1.000000  0.800000
A1, row 2: 0.800000  -1.000000
A2, row 1: 0.000000  0.000000
A2, row 2: 0.000000  -2.000000
exp(A1), row 1: 0.492015  0.326716
exp(A1), row 2: 0.326716  0.492015
exp(A2), row 1: 1.000000  0.000000
exp(A2), row 2: 0.000000  0.135335
B = exp(A1)exp(A2), row 1: 0.492015  0.044216
B = exp(A1)exp(A2), row 2: 0.326716  0.066587
trace of B: 0.558602
determinant of B: 0.018316
eigenvalues of B: 0.523623  0.034979
fermion sector traces, N=0,1,2: 1.000000  0.558602  0.018316
fermion Fock trace, explicit matrices: 1.576917
det(1+B): 1.576917
boson sector traces, N=0..5: 1.000000  0.558602  0.293720  0.153842  0.080556  0.042181
boson partial sum, N=0..5: 2.128901
boson partial sum, N=0..10: 2.173441
boson partial sum, N=0..40: 2.175266
1/det(1-B): 2.175266
trace of exp(A1+A2): 0.524661
det(1+exp(A1+A2)), wrong matrix: 1.542977
1/det(1-exp(A1+A2)), wrong matrix: 2.025709
boson sector trace of second factor alone, N=40: 1.156518
CONVERGENCE EXAMPLE, shear F and its transpose
F, row 1: 0.500000  1.500000
F, row 2: 0.000000  0.500000
spectral radius of F: 0.500000
singular values of F: 1.651388  0.151388
boson sector sum for F, N=0..24: 3.999998
1/det(1-F): 4.000000
sector trace norms for F, N=0..4: 1.000000  1.802776  3.000000  4.957633  8.187500
F F^T, row 1: 2.500000  0.750000
F F^T, row 2: 0.750000  0.250000
spectral radius of F F^T: 2.727082
boson sector traces for F F^T, N=0..4: 1.000000  2.750000  7.500000  20.453125  55.777344
boson partial sum for F F^T, N=0..12: 269418.5
1/det(1-F F^T), not a trace: -0.592593
THREE COMPLEX FACTORS, three modes
fermion Fock trace: 4.457544-1.111273j
det(1+B): 4.457544-1.111273j
boson sum, shifted factors, N=0..14: 1.043070-0.009086j
1/det(1-B), shifted factors: 1.043070-0.009086j
done: every assertion held
```
